# Testing a kinetic Monte Carlo rate table on a three-site ring

## Problem

A kinetic Monte Carlo program for surface diffusion contains three sites, numbered 1, 2, 3 clockwise, between which one adatom hops. Its rate table gives every clockwise hop (1→2, 2→3, 3→1) the rate $a=2\ \mathrm{s^{-1}}$ and every anticlockwise hop the rate $b=1\ \mathrm{s^{-1}}$. The table is said to describe thermally activated hopping on a surface at one temperature $T$, with no external drive.

1. Find the stationary occupation, show that it is unique, and find how it is approached.
2. Find the net stationary current through each edge.
3. For a ring with six arbitrary positive rates, find the condition for zero current.
4. Decide whether the table can be what it is said to be. What would happen if the adatom were made to work against a load?
5. How long must a simulation run for the current to stand five standard deviations from zero?
6. Take $T=100$ K and an attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$ for each hop, which gives barriers close to that of a Pt adatom on Pt(111). Express the fault in barriers, repair it, and ask whether the usual checks on an open terrace would find it.

## Solution

### 1. Stationary occupation

Let $p_i$ be the probability of finding the adatom on site $i$, with indices taken modulo 3. Site $i$ gains from $i-1$ by clockwise hops and from $i+1$ by anticlockwise hops, and loses by both:

$$\dot p_i=a\,p_{i-1}+b\,p_{i+1}-(a+b)\,p_i .$$

If all $p_i$ are equal, the right side is zero. Normalization then gives $p_i=1/3$.

For uniqueness, insert $p_j\propto e^{iqj}e^{\lambda t}$, where $i$ in the exponent is the imaginary unit. Periodicity over three sites allows $q=0,\pm2\pi/3$, and

$$\lambda=a e^{-iq}+b e^{iq}-(a+b).$$

For $q=0$, $\lambda=0$. For $q=\pm2\pi/3$, $\cos q=-\tfrac12$ and $\sin q=\pm\tfrac{\sqrt3}{2}$, so

$$\lambda=-\tfrac32(a+b)\mp i\,\tfrac{\sqrt3}{2}(a-b)=(-4.5\mp0.866\,i)\ \mathrm{s^{-1}} .$$

Only one eigenvalue vanishes, so the uniform state is the only stationary one. Deviations from it decay as $e^{-4.5t}$, with $t$ in seconds, while rotating round the ring.

The imaginary part is already a warning. Write $G_{ji}$ for the rate from $i$ to $j$, with the negative total exit rates on the diagonal. Detailed balance means $G_{ji}p_i=G_{ij}p_j$. The matrix $S_{ji}=G_{ji}\sqrt{p_i/p_j}$ is then symmetric, because

$$S_{ij}=G_{ij}\sqrt{\frac{p_j}{p_i}}=G_{ji}\frac{p_i}{p_j}\sqrt{\frac{p_j}{p_i}}=S_{ji}.$$

It has the same eigenvalues as $G$, being a similarity transform of it, and a real symmetric matrix has real eigenvalues. Complex eigenvalues therefore exclude detailed balance.

### 2. Current

The net clockwise current from site $i$ to site $i+1$ is

$$J=a\,p_i-b\,p_{i+1}=\frac{a-b}{3}=\frac13\ \mathrm{s^{-1}} .$$

Stationarity requires as much current into a site as out of it. It does not require zero current. One net turn crosses each edge once, so $J$ is also the mean number of net turns per second. The mean number of net hops per second is three times larger, $a-b=1\ \mathrm{s^{-1}}$.

### 3. Arbitrary rates

Let $a_i$ be the rate $i\to i+1$ and $b_i$ the rate of its reverse. In the stationary state all three edges carry the same current:

$$J=a_1p_1-b_1p_2=a_2p_2-b_2p_3=a_3p_3-b_3p_1 .$$

These equations give $b_1p_2=a_1p_1-J$, $b_2p_3=a_2p_2-J$ and $b_3p_1=a_3p_3-J$. Multiply the second by $b_1$ and use the first:

$$b_1b_2p_3=a_2(a_1p_1-J)-b_1J .$$

Multiply the third by $b_1b_2$ and insert this result:

$$b_1b_2b_3\,p_1=a_1a_2a_3\,p_1-J\,(a_2a_3+a_3b_1+b_1b_2).$$

With $w_1=a_2a_3+a_3b_1+b_1b_2$, this reads

$$J\,w_1=(a_1a_2a_3-b_1b_2b_3)\,p_1 .$$

Shifting all indices gives the same relation for sites 2 and 3, with $w_2=a_3a_1+a_1b_2+b_2b_3$ and $w_3=a_1a_2+a_2b_3+b_3b_1$. Adding the three relations and using $\sum_ip_i=1$,

$$J=\frac{a_1a_2a_3-b_1b_2b_3}{w_1+w_2+w_3}.$$

The denominator is positive, so the current vanishes if and only if the two loop products agree. This is Kolmogorov's criterion for a single ring. Here each $w_i=4+2+1=7\ \mathrm{s^{-2}}$, and $J=(8-1)/21=1/3\ \mathrm{s^{-1}}$, as before.

The occupations need not be uniform for the current to vanish, and uniform occupations do not make it vanish.

### 4. Is the table consistent?

For activated hopping at one temperature, give each site a free energy $E_i$ and each edge one saddle free energy $S_i$, shared by a hop and its reverse. Entropic differences between prefactors are contained in these free energies. Then

$$a_i=\nu e^{-(S_i-E_i)/k_BT},\qquad b_i=\nu e^{-(S_i-E_{i+1})/k_BT},$$

and the saddle cancels from the ratio:

$$\ln\frac{a_i}{b_i}=\frac{E_i-E_{i+1}}{k_BT}.$$

Summed round the ring, the right side is zero because each $E_i$ appears once with each sign. The table gives $3\ln2=\ln8=2.079$. No choice of site energies can produce it.

The best compromise does not help. With $\epsilon_i=E_i/k_BT$, the squared misfit is

$$\sum_i\left[\ln2-(\epsilon_i-\epsilon_{i+1})\right]^2=3(\ln2)^2+\sum_i(\epsilon_i-\epsilon_{i+1})^2,$$

since the cross term contains the vanishing loop sum. The minimum has equal energies and leaves $\ln2$ unexplained on every edge. Equal energies also predict uniform occupation, which is why a comparison of occupations with the Boltzmann distribution finds nothing wrong.

The contradiction can be stated as a violation of the second law. Let a load take work $w$ from the adatom at each clockwise hop and return it at each anticlockwise hop. Assume that it changes the two rates by equal and opposite exponents:

$$a\to a e^{-w/2k_BT},\qquad b\to b e^{w/2k_BT}.$$

The ring remains symmetric and its occupation uniform, so

$$J(w)=\tfrac13\left(a e^{-w/2k_BT}-b e^{w/2k_BT}\right).$$

This is zero at $w=k_BT\ln(a/b)=k_BT\ln2$. Dividing the load unequally between the two rates would not move this point, because it depends only on their ratio. For $0<w<k_BT\ln2$ the current is still clockwise, and the load receives the power $3Jw>0$. The adatom returns to the same state after each turn, so the energy can come only from the heat bath. A cyclic machine would be drawing work from a single bath, which the second law forbids.

The table is therefore inconsistent **under the stated description**. The same numbers could describe a driven ring: an external agent supplying $k_BT\ln2$ of work per clockwise hop would account for $a/b=2$. It would supply $3J\,k_BT\ln2=k_BT\ln2$ per second, all of it passed to the bath as heat, with entropy production $k_B\ln2=0.693\,k_B$ per second. Without such an agent this dissipation has no source.

### 5. Detection in a simulation

At each step, kinetic Monte Carlo draws an exponentially distributed waiting time with total rate $a+b$, then chooses the clockwise hop with probability $a/(a+b)$. To measure the current, add $+1$ to a counter $C$ for each clockwise crossing of one marked edge and $-1$ for each anticlockwise crossing.

The rates are the same on every site, so clockwise and anticlockwise hops form independent Poisson processes. Their difference $M$ after time $t$ has

$$\langle M\rangle=(a-b)t,\qquad \mathrm{Var}(M)=(a+b)t .$$

Three net hops make one turn, so $C$ differs from $M/3$ by less than one. At long times, therefore,

$$\langle C\rangle\simeq\frac{a-b}{3}t,\qquad \mathrm{Var}(C)\simeq\frac{a+b}{9}t .$$

Setting the mean equal to five standard deviations gives

$$\frac{(a-b)t}{3}=5\,\frac{\sqrt{(a+b)t}}{3}
\quad\Rightarrow\quad
t=\frac{25(a+b)}{(a-b)^2}=75\ \mathrm{s},$$

or on average $3\times75=225$ hops. The expected count is then 25 with a spread of 5, so the neglected difference of less than one is small. Because 25 is only the expected count, a single run of this length reaches it about half the time; a dependable test should run longer. As $a\to b$ the required time diverges as $(a-b)^{-2}$. For a weak fault it is better to compare the loop products directly.

A simulated run of 20,000 s gave occupations 0.336, 0.333 and 0.330. Its current was $0.3356\ \mathrm{s^{-1}}$, with an expected standard error of $0.0041\ \mathrm{s^{-1}}$. This agrees with $1/3$ and is far from zero.

### 6. Barriers, repair and the open terrace

**Barriers.** From $k=\nu e^{-E_b/k_BT}$, the barrier is $E_b=k_BT\ln(\nu/k)$. At 100 K, $k_BT=8.617$ meV, so

$$E_{\rm cw}=k_BT\ln(5\times10^{12})=0.2520\ \mathrm{eV},\qquad
E_{\rm acw}=k_BT\ln(10^{13})=0.2579\ \mathrm{eV}.$$

They differ by $k_BT\ln2=5.97$ meV per hop, or 17.9 meV round the loop. The first number is also the load that stalls the ring. At half that load, $w=2.99$ meV, and with the equal division between the two rates assumed in section 4, the net hop rate is $2^{3/4}-2^{1/4}=0.493\ \mathrm{s^{-1}}$, and the forbidden power is $2.99\times0.493=1.47$ meV/s.

Such a mismatch arises easily if the six barriers are obtained separately. Independent random errors of 20 meV in each, an assumed size, give a loop error of standard deviation $\sqrt6\times20\approx49$ meV. If instead one energy is stored for each site and one for each saddle, the loop sum

$$\sum_i\left[(S_i-E_{i+1})-(S_i-E_i)\right]=0$$

vanishes whatever errors those energies contain. With the common $\nu$ used here, the rates may still be inaccurate, but they are thermodynamically consistent. If prefactors differ between a hop and its reverse, they too must be derived from shared site and saddle free energies.

**Repair.** The sound remedy is to recompute the site and saddle energies, keep one value for each site and each saddle, and derive both rates of each edge from them. As a provisional choice, the average of the two barriers gives both directions the rate

$$\nu e^{-(E_{\rm cw}+E_{\rm acw})/2k_BT}=\sqrt{ab}=1.414\ \mathrm{s^{-1}} .$$

The loop products then agree. A 20,000 s run gave a current of $-0.0048\ \mathrm{s^{-1}}$ with standard error $0.0040\ \mathrm{s^{-1}}$, compatible with zero. The choice is not unique: any common rate for the six hops removes the current, and consistency alone cannot select the physical value.

**Open terrace.** Continue the table over a triangular lattice of spacing $s$. Let $\mathbf d_1,\mathbf d_2,\mathbf d_3$ be the three clockwise steps round a triangle, so that $\mathbf d_1+\mathbf d_2+\mathbf d_3=0$. Hops along $+\mathbf d_i$ have rate $a$ and hops along $-\mathbf d_i$ rate $b$.

Each site has total incoming and outgoing rates $3(a+b)$, so uniform occupation is stationary. The drift velocity is $(a-b)\sum_i\mathbf d_i=0$. Successive hops are independent with zero mean displacement, so cross terms average to zero and

$$\langle R^2\rangle=3(a+b)s^2t .$$

A symmetric table with rate $(a+b)/2=1.5\ \mathrm{s^{-1}}$ in all six directions gives the same result. At $t=0.5$ s both give $4.5\,s^2$. With $s=0.277$ nm, the diffusion coefficient is $\langle R^2\rangle/4t=0.173\ \mathrm{nm^2/s}$ for either table. Yet every edge of the faulty one carries a current of $(a-b)=1\ \mathrm{s^{-1}}$ times the site occupation. Occupation, drift and mean square displacement all miss the fault; the loop products round a triangle reveal it, and so do signed hop counts ($+1$ along any $+\mathbf d_i$, $-1$ along any $-\mathbf d_i$) summed over all edges. The third moment of the displacement also shows it: along $\mathbf d_1$ it is $(a-b)\left[1+2(-\tfrac12)^3\right]s^3t=\tfrac34(a-b)s^3t$, and it vanishes for the symmetric table. Not every loop will do: round a rhombus of four sites both products are $a^2b^2$. Counting on one marked edge, as on the ring, is a slow test for a single adatom on a large terrace, because it seldom visits that edge.

**The real surface.** A barrier near a quarter of an electronvolt is roughly right for Pt on Pt(111). The attempt frequency, given here to each hop direction separately, is only an order-of-magnitude choice, so the absolute rates and the diffusion coefficient above are illustrations, not predictions for platinum. The three sites can be pictured as neighbouring fcc hollows around one surface atom. On an ideal terrace these hollows are equivalent by translation, so their energies are equal and forward and reverse rates must be equal too. The 2:1 ratio is a fault put into the model, not a property of platinum.

One assumption that clearly fails on a real terrace is confinement to three sites. With the table continued as above, an adatom leaves the triangle at $6\ \mathrm{s^{-1}}$ and hops within it at $3\ \mathrm{s^{-1}}$, making on average only 0.5 inner hops before escape. The ring tests the table; it does not portray a terrace trajectory.

Temperature matters strongly as well. With the barriers held fixed, 120 K gives rates of 262 and 147 $\mathrm{s^{-1}}$. Their ratio falls to $2^{100/120}=1.78$, but the ring current rises to $38\ \mathrm{s^{-1}}$.

Other omissions can be estimated at 100 K:

- Deposition at an assumed 0.001 monolayer per second brings 0.003 atoms per second to three sites, 0.1% of the hop rate of $3\ \mathrm{s^{-1}}$. It is not negligible over long times: 75 s would bring about 0.2 further atoms and 20,000 s about 60, so the one-adatom runs above presuppose that deposition is off.
- The table omits the hcp hollows through which the adatom passes. If they lie 0.1 eV higher, an assumed value, their Boltzmann weight relative to an fcc site is about $9\times10^{-6}$, so their occupation is negligible. They still matter for the meaning of a rate. The table's rates are for whole hops from fcc to fcc. If a rate were instead computed for the saddle between an fcc and an hcp hollow, each fcc neighbour would be reached at about one third of it, because the adatom leaves the hcp hollow by three equivalent exits, one of which leads back. This holds when the hcp hollow lies several $k_BT$ higher, so that the stay there is short; for equal energies the effective rate would be one sixth.
- Tunnelling can be estimated by assuming a cosine barrier of height $E_{\rm cw}$ between neighbouring fcc and hcp hollows, a distance $d=s/\sqrt3=0.160$ nm apart, and ignoring their difference in energy. For an atom of mass $m$, the curvature at its top gives the frequency $f=\sqrt{E_{\rm cw}/2m}/d=1.56$ THz. With $u=hf/k_BT=0.75$, a parabolic top raises the rates by the factor $(u/2)/\sin(u/2)$, about 2%. The cosine well has the same frequency, and its quantization adds the factor $\sinh(u/2)/(u/2)$, again about 2%, so the whole quantum correction in this model is near 5%. It differs between the two directions by only about 0.1%, and a common factor leaves the loop inconsistency unchanged. The same cosine implies a classical prefactor near $f$ for the fcc-to-hcp step, or about $f/3\approx0.5$ THz per fcc neighbour, some 20 times below the $\nu$ assumed. Using it would lower both barriers by about 25 meV and leave their difference as it is.

The remaining values are listed in the numerical output.

## Computed results

```
Clockwise, anticlockwise rates: 2.0, 1.0 1/s
Stationary occupations: [0.333333 0.333333 0.333333]
Net current on each edge: 0.333333 1/s
Complex eigenvalue: -4.5000 + 0.8660i 1/s
Loop products: 8.0, 1.0 1/s^3
Spanning-tree sum: 21.0 1/s^2
Loop affinity / kT: 2.079442
Unexplained log ratio per edge: 0.693147
Entropy production / k: 0.693147 1/s
Turn-count variance rate: 0.333333 1/s
Five-sigma time: 75.00 s
Mean hops in that time: 225.0
KMC duration: 20000 s; hops: 60220
KMC occupations: [0.3362 0.3334 0.3304]
KMC current: 0.33555 1/s
Expected standard error: 0.00408 1/s
KMC entropy production / k: 0.69779 1/s
Temperature: 100.0 K; kT: 8.6173 meV
Attempt frequency: 1.0e+13 1/s
Clockwise barrier: 0.251975 eV
Anticlockwise barrier: 0.257948 eV
Barrier mismatch per hop: 5.9731 meV
Barrier mismatch per loop: 17.9192 meV
Repaired rate, both ways: 1.414214 1/s
Repaired KMC current: -0.00480 1/s; hops: 56552
Repaired standard error: 0.00396 1/s
Stall work per hop: 5.9731 meV
Half-stall work per hop: 2.9865 meV
Net hops at half stall: 0.49259 1/s
Apparent power at half stall: 1.47113 meV/s
Terrace edge current / occupation: 1.00000 1/s
Terrace drift below 1e-7 spacings/s: True
MSD time: 0.50 s
MSD, faulty table: 4.500000 spacing^2
MSD, symmetric table: 4.500000 spacing^2
Site spacing: 0.277 nm
Terrace diffusion coefficient: 0.17264 nm^2/s
Escape rate from triangle: 6.00 1/s
Mean inner hops before escape: 0.500
Higher temperature of use: 120.0 K
Rates there: 261.53, 146.78 1/s
Rate ratio there: 1.7818
Edge current there: 38.251 1/s
Assumed deposition flux: 0.0010 monolayer/s
Deposition / hop rate on triangle: 0.00100
Assumed hcp energy offset: 0.100 eV
hcp/fcc Boltzmann weight: 9.125e-06
Barrier-top frequency: 1.5609 THz
Tunnelling enhancement factor: 1.02377
Assumed error per barrier: 20.0 meV
Resulting loop-error spread: 48.91 meV
```
